\section*{Midpoint Integration of a One-Dimensional Subband Density in Energy and Wavevector}

\section{Problem}

A Schrodinger-Poisson solver for a nanowire transistor needs the electron line density $n$ of each subband at every iteration. Take one parabolic subband with sharp edge $E_0$, transport mass $m$, valley degeneracy $g$ and twofold spin, in equilibrium at temperature $T$ and chemical potential $\mu$. The wire is long and uniform. The values are roughly those of a silicon wire along [100]: $m=0.19$ electron masses, $g=4$, $T=300$ K, $\mu-E_0=50$ meV. Find $n$ to about one part in $10^4$, and say how many sample points this takes.

To set up the integral, close the wire into a ring of length $L$. The allowed wavevectors are $2\pi j/L$ with integer $j$, so the sum over states becomes
\begin{equation}
n=\frac{2g}{L}\sum_k f\;\to\;\frac{2g}{2\pi}\int_{-\infty}^{\infty}f\,dk=\frac{2g}{\pi}\int_0^\infty f\,dk ,
\label{nk}
\end{equation}
where $f$ is the Fermi function and the last step uses $f(-k)=f(k)$. With $\varepsilon=E-E_0=\hbar^2k^2/2m$ we have $k=\sqrt{2m\varepsilon}/\hbar$ and $dk=\sqrt{2m}\,\varepsilon^{-1/2}d\varepsilon/(2\hbar)$, so
\begin{equation}
n=A\int_0^\infty \varepsilon^{-1/2}f(\varepsilon)\,d\varepsilon,\qquad A=\frac{g\sqrt{2m}}{\pi\hbar}.
\label{ne}
\end{equation}

\section{A tempting solution}

Use the midpoint rule in energy, with points $\varepsilon_j=(j+\tfrac12)h$, $j=0,1,2,\dots$ No point falls on the edge, so every term is finite. The midpoint rule has an error of order $h^2/24$ times a derivative of the integrand, and the Fermi function varies on the scale $k_BT=25.85$ meV. A step $h=1$ meV should then give a relative error near $(h/k_BT)^2/24\approx6\times10^{-5}$. The sum, carried to $40\,k_BT$ above $\mu$, gives $n=1.1166$ nm$^{-1}$, and this is reported as good to one part in $10^4$.

\section{The fault}

Changing the step exposes the error. Steps of 4, 1 and 0.25 meV give 1.0689, 1.1166 and 1.1403 nm$^{-1}$. If the error fell as $h^2$, successive differences would shrink by a factor 16. They are 0.0477 and 0.0238, a factor 2, as for an error proportional to $\sqrt h$.

The $h^2$ estimate comes from Taylor expansion in each cell. For an integrand $G$, the midpoint value times $h$ differs from the cell integral by about $-h^3G''/24$, and summing this over cells gives $h^2$ if $G''$ is integrable. Here $G=\varepsilon^{-1/2}f$ has $G''\sim\varepsilon^{-5/2}$ near the edge. In the first cell $\varepsilon\sim h$, so the defect is of order $h^3h^{-5/2}=h^{1/2}$.

To obtain the coefficient, split the integrand:
\begin{equation}
\varepsilon^{-1/2}f(\varepsilon)=f(0)\,\varepsilon^{-1/2}+r(\varepsilon),\qquad
r=\varepsilon^{-1/2}\,[f(\varepsilon)-f(0)].
\end{equation}
For $\varepsilon^{-1/2}$ alone, the defect of cell $j$ is
\begin{equation}
\frac{h}{\sqrt{(j+\frac12)h}}-\int_{jh}^{(j+1)h}\frac{d\varepsilon}{\sqrt\varepsilon}
=\sqrt h\left[\frac1{\sqrt{j+\frac12}}-2\left(\sqrt{j+1}-\sqrt j\right)\right].
\end{equation}
Each bracket is negative, because a convex function lies above its tangent at the midpoint. The brackets fall as $j^{-5/2}$, so their sum $c$ converges:
\begin{equation}
c=\lim_{N\to\infty}\left[\sum_{j=0}^{N-1}\frac1{\sqrt{j+\frac12}}-2\sqrt N\right].
\end{equation}
This limit follows from $S(N)=\sum_{l=1}^N l^{-1/2}=2\sqrt N+\zeta(\tfrac12)+o(1)$, where $\zeta$ is the Riemann zeta function. The sum in $c$ is $\sqrt2$ times the sum of $l^{-1/2}$ over odd $l<2N$, and the even terms add up to $S(N)/\sqrt2$. Hence
\begin{align}
\sum_{j=0}^{N-1}\frac1{\sqrt{j+\frac12}}&=\sqrt2\,S(2N)-S(N)\nonumber\\
&=4\sqrt N+\sqrt2\,\zeta(\tfrac12)-2\sqrt N-\zeta(\tfrac12)+o(1),
\end{align}
and therefore
\begin{equation}
c=(\sqrt2-1)\,\zeta(\tfrac12)=-0.6049 .
\end{equation}

The remainder $r$ contributes at a higher order. At fixed $T>0$ and $\mu$, $f$ is smooth, so $|r|\le C\sqrt\varepsilon$ near the edge, and the first cell contributes at most a constant times $h\sqrt h$. Also $|r''|\le C\varepsilon^{-3/2}$: near the edge $r\approx f'(0)\sqrt\varepsilon$, and far above it $r\to-f(0)\varepsilon^{-1/2}$, whose second derivative falls faster. The cells $j\ge1$ together contribute at most
\begin{equation}
\sum_{j\ge1}\frac{h^3}{24}\,\frac{C}{(jh)^{3/2}}=\frac{C\,h^{3/2}}{24}\sum_{j\ge1}j^{-3/2}.
\end{equation}
The density $n_h$ from the energy rule thus obeys
\begin{equation}
n_h-n=A\,c\,f(0)\sqrt h+O(h^{3/2}).
\label{law}
\end{equation}

For numbers, let $\lambda=\hbar/\sqrt{2mk_BT}=2.785$ nm, $x=\lambda k$ and $\eta=(\mu-E_0)/k_BT=1.934$. Equation (\ref{nk}) becomes
\begin{equation}
n=\frac{2g}{\pi\lambda}J,\qquad J=\int_0^\infty\frac{dx}{1+e^{x^2-\eta}} .
\label{J}
\end{equation}
Adaptive quadrature gives $J=1.27317$. Since $\int_0^\infty\varepsilon^{-1/2}f\,d\varepsilon=2\sqrt{k_BT}\,J$, the relative error is $c\,f(0)\sqrt{h/k_BT}/(2J)$. With $f(0)=0.8737$ and $h=1$ meV,
\begin{equation}
\frac{-0.6049\times0.8737\times0.1967}{2\times1.2732}=-0.0408 .
\end{equation}
The tempting answer is 4.1\% low. By (\ref{law}), an error of $10^{-4}$ needs $h=6.0\times10^{-6}$ meV, or $1.8\times10^8$ points over the same energy range.

When the cells start at the edge, the singularity is the cause, and not the abrupt start of the band. For a constant density of states, as in a two-dimensional subband, the cell defects $-h^3f''/24$ sum to $-(h^2/24)[f'(\infty)-f'(0)]=(h^2/24)f'(0)$ at leading order. With a 4 meV step starting at the edge, the relative error is then only $-5\times10^{-5}$. On a grid not aligned with the edge, the abrupt start does matter: it gives an error of first order in $h$, up to about 3\% for this step.

\section{A moving edge makes it worse}

In a self-consistent calculation the edge moves while a global energy grid stays fixed. Let the first grid point above the edge lie at $\theta h$, with $0<\theta\le1$. The same splitting gives (\ref{law}) with $c$ replaced by
\begin{equation}
c(\theta)=\lim_{N\to\infty}\left[\sum_{j=0}^{N-1}\frac1{\sqrt{j+\theta}}-2\sqrt N\right]=\zeta(\tfrac12,\theta),
\end{equation}
the Hurwitz zeta function. For a 1 meV grid the relative error is $-9.8\%$ at $\theta=1$, $-4.1\%$ at $\theta=0.5$ and $+37.7\%$ at $\theta=0.02$. The coefficient vanishes at $\theta=0.3027$, where $-0.003\%$ remains. As $\theta\to0$ the first term grows as $\theta^{-1/2}$ without bound.

The derivative needed for a Newton iteration also fails if it is taken by differentiating this sum with respect to the edge. With fixed grid energies $E_j$, and until the edge crosses one of them,
\begin{equation}
\frac{dn_h}{dE_0}=\frac{d}{dE_0}\,Ah\sum_j\frac{f(E_j)}{\sqrt{E_j-E_0}}
=\frac{Ah}{2}\sum_j\frac{f(E_j)}{(E_j-E_0)^{3/2}}>0 .
\end{equation}
The true derivative is negative, since raising the edge at fixed $\mu$ empties the band. Near the edge $E_j-E_0=(j+\theta)h$, so the spurious slope scales as $h\,h^{-3/2}=h^{-1/2}$ at fixed $\theta$: a finer grid makes it larger. For $h=1$ meV and $\theta=0.5$, finite differences give $+0.175$ nm$^{-1}$meV$^{-1}$ on the grid, against a true $-0.013$. Differentiating only the Fermi function, through $dn/dE_0=-dn/d\mu$, keeps the right sign. The compensating fall is concentrated in the jumps, when a grid point drops below the edge.

\section{The right solution}

Integrate (\ref{J}) directly, with points $x_j=(j+\tfrac12)d$. The change of variable has absorbed the singularity, and there is a further gain. The integrand $\varphi(x)=1/(1+e^{x^2-\eta})$ is even, so the half-line sum $J_d$ is half of a sum over the whole line. Poisson summation gives
\begin{equation}
d\sum_{j=-\infty}^{\infty}\varphi\big((j+\tfrac12)d\big)=\sum_{p=-\infty}^{\infty}(-1)^pF\!\left(\frac{2\pi p}{d}\right),\quad
F(y)=\int_{-\infty}^\infty\varphi(x)e^{iyx}dx .
\end{equation}
The term $p=0$ is $F(0)=2J$, and $F$ is even. Halving both sides,
\begin{equation}
J_d-J=\sum_{p\ge1}(-1)^pF(2\pi p/d).
\label{poisson}
\end{equation}

For $y>0$, shift the integration line upward. Poles occur where $x^2-\eta$ is an odd multiple of $i\pi$. In the upper half-plane they are $x_s=\sqrt{\eta+i\pi(2s+1)}$, $s\ge0$, and their mirror images $-x_s^*$. At a pole the derivative of $1+e^{x^2-\eta}$ is $2x\,e^{x^2-\eta}=-2x$, so the residue of $\varphi$ is $-1/(2x)$. The pair nearest the real axis gives, with $z=e^{iyx_0}/x_0$,
\begin{equation}
2\pi i\left(-\tfrac12\right)(z-z^*)=-\pi i\,(2i\,\mathrm{Im}\,z)=2\pi\,\mathrm{Im}\,z .
\end{equation}
The shifted line, placed between the first and second pairs, leaves a term that decays faster in $y$. The leading part of (\ref{poisson}) is the term $p=1$:
\begin{equation}
J_d-J\simeq-2\pi\,\mathrm{Im}\,\frac{e^{2\pi i x_0/d}}{x_0},\qquad x_0=\sqrt{\eta+i\pi}.
\label{exp}
\end{equation}
Its magnitude is at most $(2\pi/|x_0|)\,e^{-2\pi\,\mathrm{Im}\,x_0/d}$, so the error falls exponentially in $1/d$.

Here $x_0=1.677+0.937i$. Cut the range at $x_{\max}=\sqrt{\eta+40}=6.48$, the same $40\,k_BT$ above $\mu$ as before; the lost tail is below $e^{-40}$. The relative errors are
\begin{center}
\begin{tabular}{rcc}
points & step in $k$ (nm$^{-1}$) & relative error\\
8 & 0.291 & $+1.1\times10^{-4}$\\
12 & 0.194 & $-7.7\times10^{-6}$\\
16 & 0.145 & $-4.7\times10^{-7}$\\
24 & 0.097 & $-6.4\times10^{-10}$
\end{tabular}
\end{center}
Twelve points meet the target, and so does every larger count. The entries for 8 and 12 points fall on favourable phases of an oscillating error: for $\mu-E_0$ anywhere between 40 and 60 meV the worst error is about $1\times10^{-3}$ with eight points and $7\times10^{-5}$ with twelve. The error oscillates as it decays, as (\ref{exp}) shows, so one more point does not always help: nine points give $-7\times10^{-4}$. The answer is
\begin{equation}
n=\frac{2\times4\times1.2732}{\pi\times2.785\ \mathrm{nm}}=1.164\ \mathrm{nm}^{-1}=1.164\times10^{7}\ \mathrm{cm}^{-1}.
\end{equation}
Over the same range, 24 equal energy steps give a density 28\% too low.

The sum must respect the symmetry about $k=0$. A first point at $k=0$ with half weight would do as well as the half-step start, but an arbitrary start would not. If the first point is at $\theta d$ with $0<\theta<\tfrac12$, the cells centred on the points begin at $-(\tfrac12-\theta)d$. The rule then includes an extra strip of area $(\tfrac12-\theta)d\,f(0)$ at leading order. With 24 points and $\theta=0.3$ the error is 3.7\%.

\section{Cold wires}

The rate in (\ref{exp}) is set by temperature. For $\eta\gg1$, $\sqrt{\eta+i\pi}\approx\sqrt\eta+i\pi/(2\sqrt\eta)$. Dividing the imaginary part by $\lambda$ gives the distance of the pole from the real $k$ axis,
\begin{equation}
\frac{\pi}{2\lambda\sqrt\eta}=\frac{\pi k_BT}{\hbar v_F},\qquad v_F=\frac{\hbar\sqrt\eta}{m\lambda},
\end{equation}
where $v_F$ is the Fermi velocity. The step must resolve the thermal width of the Fermi edge in $k$. With $\mu-E_0$ held at 50 meV, the relative error stays below $10^{-6}$ from 16 points onward at 300 K, 26 at 77 K and 174 at 4 K; in the cold cases some smaller counts pass by chance. At $T=0$ the exponential convergence is lost: the rule counts points below the Fermi wavevector, with an error of up to half a step in $k$. The integral is then simply the Fermi wavevector itself.

\section{The model and a real wire}

Numerical accuracy is not physical accuracy. Let the wire be a square of side 4 nm with hard walls and a heavy mass of 0.92; all material values here are rough typical ones. The density then corresponds to about $7\times10^{19}$ cm$^{-3}$, a strongly filled channel. Of the omissions whose effect on $n$ is estimated here, the largest is that of the other subbands. At the same $\mu$ and with a flat potential across the section, the second subband of these valleys, 77 meV up, adds 20\% to $n$, and the two valleys with the heavy mass along the wire, 98 meV up, add 11\%. A nonparabolicity of 0.5 eV$^{-1}$, including its effect at the 149 meV confinement energy, raises $n$ by 8\% at fixed $\mu-E_0$. It also lowers the two spacings to about 65 and 83 meV, which raises the shares of those subbands to about 29\% and 18\%. The wavevector rule still applies, since this dispersion is also even and smooth in $k$. The electrostatic potential across the section is also left out, and it is not small. Electrons of this line density, spread uniformly over a round silicon wire, raise their own potential energy at the centre above that at the surface by $e^2n/(4\pi\epsilon_s)\approx0.14$ eV, where $\epsilon_s$ is the permittivity of silicon. This exceeds the subband spacings above, so a real wire needs the self-consistent levels. The estimate is also low, since the charge is peaked at the centre and the other subbands add to it. For parabolic bands in the square wire, with the potential held at zero on the walls, a self-consistent Hartree solution gives a rise of about 0.3 eV. The second subband then lies only about 37 meV up and adds more than half of $n$. Exchange, correlation, wall penetration and source-drain tunnelling are left out and not sized.

Scattering limits the square-root law itself. A mobility of 200 cm$^2$/Vs gives $\tau\approx22$ fs if the momentum relaxation time is taken as the level lifetime, hence a width $\hbar/\tau\approx30$ meV. Lorentzian levels of this width round off the singularity. With their tail cut at a depth $D=0.5$ eV below the edge, the density changes by 0.1\%, but this small value depends on the cut. The broadened form of $\varepsilon^{-1/2}$ is the real part of $(\varepsilon+i\hbar/2\tau)^{-1/2}$, which far below the edge falls only as $(\hbar/4\tau)|\varepsilon|^{-3/2}$. The part removed would therefore add a further $\hbar/(4\tau J\sqrt{Dk_BT})\approx5\%$ to $n$. Measured against the integral with the same cut, the relative error of the 1 meV energy rule drops to $7\times10^{-9}$ when the cells start at the cut. On a grid not aligned with the cut it can reach about $3\times10^{-5}$, because the integrand does not vanish there. Equation (\ref{law}) therefore describes solvers that use sharp subbands. With broadened levels, a uniform energy grid is adequate if its step is well below the level width and also below $k_BT$. The second condition matters in cold wires, because broadening the levels does not smooth the Fermi function.
